The Ionization Gain Term for Equal Energy Sharing

**1. Result and conventions**

An electron of kinetic energy u ionizes an atom with threshold energy I. Two electrons leave the collision, and in the equal-sharing model each has half of the remaining energy u − I. What does this do to the electron energy distribution?

Let N be the density of atoms, n the density of electrons and m the electron mass. The angle-averaged distribution F₀(ε) is defined so that

n √ε F₀(ε) dε = density of electrons with energy between ε and ε + dε,

∫₀^∞ √ε F₀(ε) dε = 1.

The total cross section for single ionization is σ(u), with σ = 0 for u < I. Define

G(u) = N n √(2/m) u σ(u) F₀(u).  (1)

Ionization then changes the electron density per unit energy at the rate

C(ε) = 4 G(2ε + I) − G(ε).  (2)

Written out, the gain term is

4 N n √(2/m) (2ε + I) σ(2ε + I) F₀(2ε + I).

With R the number of ionization events per unit volume and time,

R = ∫_I^∞ G(u) du,

the two integrals of C are

∫₀^∞ C dε = R,  ∫₀^∞ ε C dε = −I R.  (3)

Each event adds one free electron and removes the energy I from the electron gas.

The atoms are taken to be heavy, at rest and in their ground state, and the ion is left in its ground state. Ion recoil is neglected; its size is estimated in section 9. Equal sharing is a model assumption. No charge and no ħ enter the algebra, so the formulas do not depend on the system of electrical units.

**2. Counting the events**

An electron of energy u has speed v = √(2u/m). In a gas of atoms at rest it ionizes at the rate N v σ(u). The density of electrons in the interval du is n √u F₀(u) du. The number of events per unit volume and time caused by these electrons is the product

N √(2u/m) σ(u) · n √u F₀(u) du = N n √(2/m) u σ(u) F₀(u) du = G(u) du.

The two factors √u, one from the speed and one from the density, combine to the factor u in (1).

The angular average is sufficient even if the electrons drift. Let f(**v**) be the full velocity distribution, with ∫ f d³v = n. The event rate is

∫ N v σ f(**v**) d³v = ∫ N v σ [∮ f dΩ] v² dv.

For randomly oriented atoms v and σ depend on the speed alone, so f enters through its integral over directions, ∮ f dΩ. That integral is what F₀ describes:

n √ε F₀ dε = v² dv ∮ f dΩ.

The directions of the outgoing electrons do not enter either, because (2) counts electrons by energy and not by direction. They would be needed in an equation for the anisotropic part of f.

**3. The gain and its factor of four**

Every event removes the incident electron from its energy u. This gives the loss term −G(ε) in (2).

The energy balance of the event is

u = I + ε + ε,

so each outgoing electron appears at

ε = (u − I)/2,  or equivalently  u = 2ε + I.  (4)

This fixes the argument of the gain term: electrons arriving at ε come from incident energy 2ε + I.

For the prefactor, consider the outgoing interval from ε to ε + dε. By (4) it is fed by incident electrons in an interval of width

du = 2 dε.

The number of events in that interval is G(2ε + I) · 2 dε. Each event delivers two electrons, so the number arriving is

2 · G(2ε + I) · 2 dε = 4 G(2ε + I) dε.

One factor of two counts electrons. The other is the Jacobian: the outgoing spectrum is compressed to half the width of the incident one, and its density rises accordingly.

The same calculation with a delta function is

gain(ε) = ∫_I^∞ 2 δ(ε − (u − I)/2) G(u) du.

The argument of the delta function has slope −1/2 in u. Since δ(a y) = δ(y)/|a|,

δ(ε − (u − I)/2) = 2 δ(u − 2ε − I),

and the integral is again 4 G(2ε + I).

A monoenergetic beam shows the two factors separately. Let G(u) = R δ(u − u_b) with u_b > I. Then

4 G(2ε + I) = 4R δ(2ε + I − u_b) = 2R δ(ε − (u_b − I)/2).

The Jacobian has been absorbed by the delta function, and two electrons per event remain. For u_b = 3I both emerge with energy I.

The derivation was also tested by explicit counting. Two million velocities were drawn from a Maxwellian of temperature 8 eV with a drift energy of 6 eV, using the cross section of section 7. Each velocity above threshold was weighted by vσ and replaced by two electrons of energy (u − I)/2, which were counted in ten energy bins from 0 to 15 eV. The ratio of the count to the integral of G(2ε + I) over the bins was 4.003. The largest deviation of a single bin from the formula was 1.7 standard errors.

**4. Electron number and energy**

Integrate the gain over all outgoing energies. Substitute u = 2ε + I, so that dε = du/2 and the lower limit ε = 0 becomes u = I:

∫₀^∞ 4 G(2ε + I) dε = 4 ∫_I^∞ G(u) du/2 = 2R.

The loss integrates to R, because G vanishes below I. The difference is

∫₀^∞ C dε = 2R − R = R.

For the energy, multiply the gain by ε = (u − I)/2 before integrating:

∫₀^∞ ε · 4 G(2ε + I) dε = ∫_I^∞ [(u − I)/2] · 4 G(u) du/2 = ∫_I^∞ (u − I) G(u) du.

The loss removes ∫ u G du. Hence

∫₀^∞ ε C dε = ∫_I^∞ (u − I − u) G du = −I ∫_I^∞ G du = −I R.

The shape of F₀ and the form of σ above threshold have dropped out. What is required is that ∫ u G du converges.

The two balances also fix the gain term within a family of candidates. Suppose the gain has the form a G(bε + I), with a and b positive constants. Let ⟨u⟩ = ∫ u G du / R be the mean incident energy of the events. The substitution u = bε + I gives, per event,

electrons inserted = a/b,

energy inserted = (a/b²)(⟨u⟩ − I).

Two electrons and an inserted energy ⟨u⟩ − I require a/b = 2 and a/b² = 1. Dividing the first by the second gives b = 2, and then a = 4.

Two incorrect choices show what goes wrong:

• 2 G(2ε + I) has a/b = 1. It replaces one electron by one electron, and the plasma never grows.

• 2 G(ε + I) has a/b = 2, so the number is right. The energy change per event is 2(⟨u⟩ − I) − ⟨u⟩ = ⟨u⟩ − 2I instead of −I. Each outgoing electron has been given the whole remaining energy. For ⟨u⟩ > 2I this term would even heat the electrons.

**5. The equation for F₀ and the mean energy**

The factor 4 belongs to the density per unit energy. From

∂(n √ε F₀)/∂t = C(ε)

it follows, on division by √ε, that

∂(n F₀)/∂t = C(ε)/√ε.

If F₀ is kept normalized while n grows, the product rule gives n ∂F₀/∂t + F₀ dn/dt on the left. With dn/dt = R,

∂F₀/∂t = C(ε)/(n √ε) − (R/n) F₀.

The last term dilutes the old distribution as new electrons join it.

The factor 1/√ε deserves attention at low energy. If σ rises from threshold as (u − I)^p, and F₀ is smooth and nonzero there, then G(2ε + I) is proportional to ε^p for small ε. The source in the equation for F₀ varies as ε^(p − 1/2). It diverges at ε = 0 when p < 1/2, but for p ≥ 0 the number of electrons inserted remains finite, because the density contains the compensating factor √ε. This exponent belongs to equal sharing. Under a rule that lets slow electrons emerge from all incident energies, such as the one in section 9, the gain stays finite at ε = 0 and the source in the equation for F₀ diverges as ε^(−1/2).

The mean energy ⟨ε⟩ = W/n, where W is the electron energy density, falls by more than I per event and electron. With dW/dt = −I R and dn/dt = R,

d⟨ε⟩/dt = (1/n) dW/dt − (W/n²) dn/dt = −(R/n)(I + ⟨ε⟩).  (5)

The energy I is lost to the ion, and the remaining energy is divided among more electrons. Equation (5) contains ionization alone; heating, other collisions and wall losses add their own terms.

**6. Other sharing rules and other numbers of electrons**

Let q(ε|u) dε be the number of electrons that emerge in dε from an event at incident energy u. Two electrons and conservation of energy require

∫ q dε = 2,  ∫ ε q dε = u − I.

The gain is ∫ q(ε|u) G(u) du. Integrating it over ε, with weight 1 and then ε, gives 2R and ∫ (u − I) G du, as before. Equations (3) therefore hold for every such rule. The sharing rule changes the spectrum of the source and leaves its number and energy unchanged for a given G.

The opposite extreme to equal sharing gives one electron everything:

q = δ(ε) + δ(ε − u + I),  gain = R δ(ε) + G(ε + I).

The second term has prefactor 1, since there is one fast electron per event and du = dε.

Equal sharing among z outgoing electrons follows the same pattern. For a process with threshold E and event density G_E,

gain = ∫ z δ(ε − (u − E)/z) G_E(u) du = z² G_E(zε + E).

Excitation has z = 1, single ionization z = 2 and direct double ionization z = 3. Each event adds z − 1 electrons and removes the energy E. If the ion is left excited, E is the correspondingly higher threshold, and that channel needs its own cross section.

**7. A model cross section and a Maxwellian**

For a worked case take

σ(u) = σ_m (27/4)(I/u)(1 − I/u)²,  u > I.

With y = I/u, the derivative of y(1 − y)² is (1 − y)(1 − 3y). The maximum is at y = 1/3, or u = 3I, where y(1 − y)² = 4/27 and σ = σ_m.

For a Maxwellian with temperature T in energy units,

F₀(u) = (2/√π) T^(−3/2) e^(−u/T).

The rate coefficient k = R/(N n) is

k = √(2/m) (2/√π) T^(−3/2) (27/4) σ_m I ∫_I^∞ (1 − I/u)² e^(−u/T) du.

Expand the square into 1 − 2I/u + I²/u² and set x = I/T. With the exponential integrals E_j(x) = ∫₁^∞ t^(−j) e^(−xt) dt and u = I t, the three terms give

∫_I^∞ (1 − I/u)² e^(−u/T) du = T e^(−x) − 2I E₁(x) + I E₂(x).

For T ≪ I the integral is dominated by energies close to threshold. Put u = I + s, so that (1 − I/u)² ≈ s²/I². The integral becomes

e^(−x) ∫₀^∞ (s²/I²) e^(−s/T) ds = 2T³ e^(−x)/I²,

too large by a fraction of about 6T/I because the factor (1 + s/I)^(−2) is omitted: 6% at I/T = 100, 30% at I/T = 20 and a factor of 2.2 at I/T = 16/3. In the same limit the mean excess energy is ⟨u⟩ − I = ∫ s³ e^(−s/T) ds / ∫ s² e^(−s/T) ds = 3T. The outgoing electrons then have a mean energy of 3T/2. That this equals the mean energy of the Maxwellian is a coincidence of the quadratic rise of σ at threshold: for a rise as (u − I)^p the same calculation gives (p + 1)T/2.

The peak of the source spectrum can be found without this approximation. Since G(u) is proportional to (1 − I/u)² e^(−u/T), setting the derivative of its logarithm to zero gives

2I/[u(u − I)] = 1/T,  u² − I u − 2I T = 0,

u = [I + √(I² + 8I T)]/2.  (6)

**8. Numbers for an argon etching plasma**

The inputs are rough values for a low-pressure argon plasma: pressure 10 mTorr, gas temperature 400 K, n = 1.0 × 10¹¹ cm⁻³, T = 3 eV, I = 16 eV and σ_m = 3 × 10⁻¹⁶ cm². The ideal gas law gives N = 2.414 × 10¹⁴ cm⁻³. More digits are kept below than the inputs deserve, so that the arithmetic can be followed. The cross section of section 7 is a convenient form, not a fit to argon: the measured one starts at 15.76 eV, rises nearly linearly and peaks near 90 eV rather than at 48 eV. At T = 3 eV measured data change k by roughly 10% and lower the mean outgoing energy and the peak of the source by a few tenths of an eV.

The closed form gives k = 1.944 × 10⁻¹⁰ cm³/s, and direct integration of vσ over the Maxwellian in velocity space gives the same value. Thus

N k = 2.414 × 10¹⁴ × 1.944 × 10⁻¹⁰ s⁻¹ = 4.69 × 10⁴ s⁻¹,

R = 4.69 × 10⁴ × 10¹¹ cm⁻³ s⁻¹ = 4.69 × 10¹⁵ cm⁻³ s⁻¹.

At 16 eV per event, the power spent on ionization is I R = 12 mW/cm³.

The mean incident energy is ⟨u⟩ = 23.26 eV. Numerical integration of the gain gives 2.000 electrons and 7.26 eV per event. The balance is

7.26 eV − 23.26 eV = −16.00 eV,

with one electron gained. Each outgoing electron has 7.26/2 = 3.63 eV on average. The low-temperature estimate 3T/2 = 4.5 eV is higher because it omits the factor (1 + s/I)^(−2), which suppresses large excess energies.

Equation (6) gives u = (16 + √640)/2 eV = 20.65 eV, and the peak of the source lies at (20.65 − 16)/2 ≈ 2.3 eV, in agreement with a numerical search for the maximum. This is the peak per unit energy; divided by √ε, as in the equation for F₀, the gain peaks at 1.7 eV. The gain at 1 eV is 1.233 × 10¹⁵ cm⁻³ s⁻¹ eV⁻¹, fed from 18 eV; at 2 eV it is 2.051 × 10¹⁵, fed from 20 eV. Their ratio follows by hand:

[(1 − 16/20)/(1 − 16/18)]² e^(−2/3) = 3.24 × 0.513 = 1.66.

The mean energy of the Maxwellian is 3T/2 = 4.5 eV, so (5) predicts a change of −(16 + 4.5) = −20.5 eV per ionization per electron. A small step of 10⁻⁴ ionizations per electron, taken with C on an energy grid, gave −20.498 eV. The initial cooling rate from ionization alone is 4.69 × 10⁴ × 20.5 eV/s ≈ 9.6 × 10⁵ eV/s per electron. It lasts only while the tail is refilled. Just 1.4% of the electrons lie above I, so with ionization as the only process the rate halves in about 0.1 µs and the mean energy falls by less than 0.3 eV in total.

For comparison, 2 G(2ε + I) gives zero net electrons here, and 2 G(ε + I) gives an energy change of 23.26 − 32 = −8.74 eV instead of −16 eV.

**9. What the model leaves out**

The chosen pressure, density and temperature lie in the range of low-pressure inductive argon discharges used for etching. The assumption with the largest effect on the rate, among those examined here, is the Maxwellian tail. A Druyvesteyn distribution, F₀ ∝ exp(−ε²/b²), with the same mean energy of 4.5 eV gives k = 1.31 × 10⁻¹² cm³/s, which is 0.0067 of the Maxwellian value. Its numerically integrated balance is still one electron gained and 16.00 eV lost per event. At this electron density Coulomb collisions do not enforce a Maxwellian tail: at 20 eV the electron–electron energy relaxation frequency is about 10⁵ s⁻¹, against about 7 × 10⁶ s⁻¹ for ionization and excitation with the model cross sections. A real discharge need not follow either distribution, so the rate and power above are conditional on the Maxwellian, whereas (3) is not.

Unequal sharing changes the source spectrum. As a test rule, let the slower electron have energy ε_s with weight 1/[1 + (ε_s/w)²] and w = 10 eV, the faster one taking the rest. With the same Maxwellian G, the number and energy per event were again +1 and −16.00 eV. The spectrum is broader:

• At 1 eV the gain is 1.88 × 10¹⁵ cm⁻³ s⁻¹ eV⁻¹, against 1.23 × 10¹⁵ for equal sharing.

• At 4 eV it is 0.95 × 10¹⁵, against 1.50 × 10¹⁵.

• At 8 eV it is 0.29 × 10¹⁵, against 0.23 × 10¹⁵.

The fraction of outgoing electrons above 12 eV, roughly the first excitation threshold of argon, rises from 0.41% to 2.9%. Under equal sharing such an electron requires u > 2 × 12 + 16 = 40 eV; under unequal sharing u > 12 + 16 = 28 eV can suffice. Compared with this test rule, equal sharing underestimates the source of fast newborn electrons sevenfold, even though its overall balances are correct. In this plasma that source is small beside the loss: the net change from ionization in the number of electrons above 12 eV is −0.99 R for equal and −0.94 R for unequal sharing.

Other processes need terms of their own. These estimates use the same Maxwellian and the same functional form of the cross section, with rough inputs:

• Excitation, with threshold 12 eV and peak 7 × 10⁻¹⁷ cm², consumes 0.74 times the power spent on ionization in this model. The model understates argon, whose excitation cross section is larger near threshold; tabulated cross sections and rate fits put the ratio at roughly 1.5 to 3 at T = 3 eV. The energy cost of an electron–ion pair in the plasma is therefore well above I.

• Ionization of metastable atoms, with threshold 4 eV, peak 8 × 10⁻¹⁶ cm² and a metastable fraction of 10⁻⁴, adds about 2% to the direct rate. This share is proportional to the assumed fraction and depends strongly on the tail of the distribution: with the Druyvesteyn distribution above and the same fraction, stepwise ionization is two to three times the direct rate.

The heavy-particle corrections are small. With the atom initially at rest, the ion momentum cannot exceed the sum of the magnitudes of the three electron momenta. For ion mass M the recoil energy therefore satisfies

E_rec ≤ (m/M)[√u + 2√((u − I)/2)]² = (m/M)[√u + √(2(u − I))]².

At u = ⟨u⟩ and M = 40 atomic mass units this bound is 1.0 meV. Thermal motion of the atom at speed V, along the line of the incident electron, shifts the collision energy by about m v V. For an atom with the mean thermal energy at 400 K this is 8 meV. Both are negligible beside 16 eV.

On a numerical energy grid that ends at ε_max, incident electrons are represented up to ε_max, so the gain must be set to zero above (ε_max − I)/2. The gain and the loss then refer to the same events, and the balances (3) hold for the truncated distribution up to the discretization error.

Numbers as computed

```
INPUTS (rough, argon etching plasma)
threshold I = 16.0 eV, electron temperature = 3.0 eV
peak cross section = 3.0e-16 cm2 at 48 eV
pressure = 10 mTorr, gas = 400 K
electron density = 1.0e+11 cm^-3, atom density = 2.414e+14 cm^-3
EXPLICIT EVENTS, drifting distribution
temperature = 8.0 eV, drift energy = 6.0 eV
velocities sampled = 2000000, energy bins = 10
measured prefactor = 4.003
largest bin deviation = 1.73 standard errors
MOMENTS PER EVENT
Maxwellian: rate coefficient = 1.9440e-10 cm3/s
  mean incident energy = 23.2556 eV
  electrons inserted = 2.000000, net = 1.000000
  energy inserted = 7.2556 eV
  net energy change = -16.00000 eV
Druyvesteyn: rate coefficient = 1.3092e-12 cm3/s
  mean incident energy = 18.6072 eV
  electrons inserted = 2.000000, net = 1.000000
  energy inserted = 2.6072 eV
  net energy change = -16.00000 eV
velocity-space rate coefficient = 1.9440e-10 cm3/s
closed-form rate coefficient = 1.9440e-10 cm3/s
2G(2e+I): net electrons = 0.000000
2G(e+I): net electrons = 1.000000
2G(e+I): energy change = -8.7444 eV
mean-energy slope = -20.498 eV per ionization per electron
predicted slope = -20.500 eV
WORKED EXAMPLE (Maxwellian)
ionization frequency per electron = 4.693e+04 s^-1
ionization rate R = 4.693e+15 cm^-3 s^-1
power density I*R = 12.031 mW/cm3
mean energy of an outgoing electron = 3.628 eV
source spectrum peaks at = 2.33 eV
e (eV), 2e+I (eV), equal and unequal gain (cm^-3 s^-1 eV^-1)
  1, 18, 1.233e+15, 1.876e+15
  2, 20, 2.051e+15, 1.561e+15
  4, 24, 1.502e+15, 9.468e+14
  8, 32, 2.348e+14, 2.947e+14
NEGLECTED EFFECTS (rough model inputs)
unequal sharing, width 10 eV: net electrons = 1.00000, energy = -16.0000 eV
outgoing electrons above 12 eV: equal = 4.097e-03, unequal = 2.877e-02
Druyvesteyn / Maxwellian rate = 0.0067
metastables: fraction = 1e-04, threshold = 4 eV, peak = 8e-16 cm2
stepwise / direct ionization = 0.0186
excitation: threshold = 12 eV, peak = 7e-17 cm2
excitation / ionization power = 0.738
ion recoil energy, upper bound = 1.022 meV
energy shift by atomic motion = 8.12 meV
```
